# Natural-Orbital Channels of the Orbital Interaction Energy: Sigma Donation and Pi Back-Donation: test program

```python
"""Natural orbitals for chemical valence (NOCV) and the transition-state Fock matrix.

Result under test, for a closed-shell adduct of two closed-shell fragments:
    E_orb = E[final] - E[start] = sum_k nu_k (F_kk - F_-k-k)
start : density matrix of the antisymmetrized product of fragment determinants
final : density matrix of the converged adduct determinant
nu_k  : positive eigenvalues of final - start, each with a partner -nu_k
F     : Fock matrix averaged on the straight path from start to final; for
        Hartree-Fock this is exactly the Fock matrix of the mean density.
All density matrices are spin-summed and in the symmetrically orthogonalized
atomic-orbital basis. Sigma and pi are the totally symmetric and the degenerate
species of the threefold rotation about the B-C-O axis.
Example: H3B-CO, def2-SVP, Hartree-Fock and PBE, fixed round geometry.
"""
import numpy as np
from scipy import constants
from scipy.linalg import block_diag, eigh
from pyscf import gto, scf, dft, lib

KCAL = (constants.physical_constants["Hartree energy"][0]
        * constants.N_A / (1000 * constants.calorie))

# ---------- geometry (angstrom, degree) ----------
r_BC, r_CO, r_BH, angle_HBC = 1.55, 1.13, 1.21, 104.0
tilt = np.radians(angle_HBC)
borane_atoms = [("B", (0.0, 0.0, 0.0))]
for turn in range(3):
    phi = 2 * np.pi * turn / 3
    borane_atoms.append(("H", (r_BH * np.sin(tilt) * np.cos(phi),
                               r_BH * np.sin(tilt) * np.sin(phi),
                               r_BH * np.cos(tilt))))
carbonyl_atoms = [("C", (0.0, 0.0, r_BC)), ("O", (0.0, 0.0, r_BC + r_CO))]


def molecule(atoms):
    return gto.M(atom=atoms, basis="def2-svp", unit="Angstrom", verbose=0)


borane, carbonyl = molecule(borane_atoms), molecule(carbonyl_atoms)
adduct = molecule(borane_atoms + carbonyl_atoms)
overlap = adduct.intor("int1e_ovlp")
s_val, s_vec = eigh(overlap)
root_S = (s_vec * np.sqrt(s_val)) @ s_vec.T
inv_root_S = (s_vec / np.sqrt(s_val)) @ s_vec.T
n_basis = len(overlap)
n_occ = adduct.nelectron // 2
one = np.eye(n_basis)


def lowdin(columns):
    val, vec = eigh(columns.T @ columns)
    return columns @ (vec / np.sqrt(val)) @ vec.T


def solve(mol, xc, guess=None):
    if xc is None:
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-11
    else:
        mf = dft.RKS(mol)
        mf.xc = xc
        mf.grids.level = 2
        mf.small_rho_cutoff = 0
        mf.conv_tol = 1e-9
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def energy(mf, density):
    return float(mf.energy_tot(inv_root_S @ density @ inv_root_S))


def fock(mf, density):
    dm = inv_root_S @ density @ inv_root_S
    matrix = np.asarray(mf.get_hcore()) + np.asarray(mf.get_veff(mf.mol, dm))
    return inv_root_S @ matrix @ inv_root_S


def prepare(xc):
    frags = [solve(m, xc) for m in (borane, carbonyl)]
    occ = block_diag(*[f.mo_coeff[:, f.mo_occ > 0] for f in frags])
    vir = block_diag(*[f.mo_coeff[:, f.mo_occ == 0] for f in frags])
    occ_orth = lowdin(root_S @ occ)
    occ_proj = occ_orth @ occ_orth.T
    vir_orth = lowdin((one - occ_proj) @ root_S @ vir)
    start = 2 * occ_proj
    mf = solve(adduct, xc, inv_root_S @ start @ inv_root_S)
    final = root_S @ np.array(mf.make_rdm1()) @ root_S
    return frags, occ_orth, vir_orth, mf, start, final


# ---------- threefold rotation as a matrix, from function values ----------
rng = np.random.default_rng(7)
points = []
for centre in adduct.atom_coords():
    direction = rng.normal(size=(400, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    points.append(centre + direction * np.exp(rng.uniform(-3, 1.5, 400))[:, None])
points = np.vstack(points)
c3, s3 = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
turn_matrix = np.array([[c3, -s3, 0], [s3, c3, 0], [0, 0, 1]])
values = adduct.eval_gto("GTOval_sph", points)
turned = adduct.eval_gto("GTOval_sph", points @ turn_matrix)
rotation_ao = np.linalg.lstsq(values, turned, rcond=None)[0]
assert np.abs(values @ rotation_ao - turned).max() < 1e-7
rotation = root_S @ rotation_ao @ inv_root_S
assert np.abs(rotation @ rotation.T - one).max() < 1e-6
sigma = (one + rotation + rotation.T) / 3
pi = one - sigma

# ---------- Hartree-Fock: total orbital term ----------
frags, occ_orth, vir_orth, hf, start, final = prepare(None)
change = final - start
e_start, e_final = energy(hf, start), energy(hf, final)
e_frozen = e_start - frags[0].e_tot - frags[1].e_tot
e_orb = e_final - e_start
f_ts = fock(hf, (start + final) / 2)
from_start_fock = np.sum(change * fock(hf, start))
from_final_fock = np.sum(change * fock(hf, final))

# ---------- pairing, principal angles, channels ----------
nu_all, orbitals = eigh(change)
assert np.abs(nu_all + nu_all[::-1]).max() < 1e-8
final_occ = eigh(final)[1][:, -n_occ:]
cosines = np.linalg.svd(occ_orth.T @ final_occ, compute_uv=False)
sines = np.sort(np.sqrt(np.clip(1 - cosines**2, 0, None)))
assert np.abs(2 * sines - nu_all[-n_occ:]).max() < 1e-6

n_bh_occ = borane.nelectron // 2
n_bh_vir = borane.nao_nr() - n_bh_occ
occ_frag = {"BH3": occ_orth[:, :n_bh_occ], "CO": occ_orth[:, n_bh_occ:]}
vir_frag = {"BH3": vir_orth[:, :n_bh_vir], "CO": vir_orth[:, n_bh_vir:]}
on_CO = occ_frag["CO"] @ occ_frag["CO"].T + vir_frag["CO"] @ vir_frag["CO"].T
partner_map = (start + final) / 2 - one
channels = []
for k in range(n_basis - 1, n_basis - 1 - n_occ, -1):
    nu, plus = nu_all[k], orbitals[:, k]
    minus = partner_map @ plus / np.sqrt(1 - nu**2 / 4)
    assert np.abs(change @ minus + nu * minus).max() < 1e-7
    e_k = nu * (plus @ f_ts @ plus - minus @ f_ts @ minus)
    donor = start @ plus / 2
    acceptor = plus - donor
    assert abs(donor @ donor - (1 - nu / 2) / 2) < 1e-7
    donor = donor / np.linalg.norm(donor)
    acceptor = acceptor / np.linalg.norm(acceptor)
    w_donor = np.sum((occ_frag["CO"].T @ donor)**2)
    w_acceptor = np.sum((vir_frag["CO"].T @ acceptor)**2)
    gain = nu**2 / 2 * (w_acceptor - w_donor)
    direct_gain = nu * (plus @ on_CO @ plus - minus @ on_CO @ minus)
    assert abs(gain - direct_gain) < 1e-7
    channels.append((nu, plus @ rotation @ plus, e_k, w_donor, w_acceptor, gain))
assert abs(sum(c[2] for c in channels) - e_orb) < 1e-7
for c in channels[:5]:
    assert min(abs(c[1] - 1), abs(c[1] + 0.5)) < 1e-3
lead_sigma = next(c for c in channels if c[1] > 0.25)
lead_pi = next(c for c in channels if c[1] < 0.25)
assert lead_sigma[5] < 0 < lead_pi[5]

# ---------- sigma and pi blocks and their coupling ----------
assert np.abs(sigma @ change @ pi).max() < 1e-5
change_sigma, change_pi = sigma @ change @ sigma, pi @ change @ pi
e_sigma, e_pi = np.sum(change_sigma * f_ts), np.sum(change_pi * f_ts)
alone_sigma = energy(hf, start + change_sigma) - e_start
alone_pi = energy(hf, start + change_pi) - e_start
coupling = e_orb - alone_sigma - alone_pi
assert abs(e_sigma + e_pi - e_orb) < 1e-7
assert abs(e_sigma - alone_sigma - coupling / 2) < 1e-7
assert abs(e_pi - alone_pi - coupling / 2) < 1e-7
gain_sigma, gain_pi = np.sum(change_sigma * on_CO), np.sum(change_pi * on_CO)


# ---------- which electrons and which empty orbitals matter ----------
def constrained_energy(frozen, deleted):
    """Adduct energy with 'frozen' kept occupied and 'deleted' kept empty."""
    free = one - frozen - deleted
    half = start / 2
    mixer = lib.diis.DIIS()
    mixer.space = 8
    for _ in range(100):
        f = fock(hf, 2 * half)
        f = (free @ f @ free + frozen @ f @ frozen + deleted @ f @ deleted
             + 100 * (deleted - frozen))
        f = (f + f.T) / 2
        error = f @ half - half @ f
        if np.abs(error).max() < 1e-5:
            return energy(hf, 2 * half)
        f = mixer.update(f, error.ravel())
        vec = eigh(f)[1][:, :n_occ]
        half = vec @ vec.T
    raise AssertionError("constrained calculation did not converge")


none = np.zeros_like(one)
freeze_cost, delete_cost = {}, {}
for name, species in (("sigma", sigma), ("pi", pi)):
    for frag in ("BH3", "CO"):
        occ_part = species @ occ_frag[frag] @ occ_frag[frag].T @ species
        vir_part = species @ vir_frag[frag] @ vir_frag[frag].T @ species
        freeze_cost[name, frag] = constrained_energy(occ_part, none) - e_final
        delete_cost[name, frag] = constrained_energy(none, vir_part) - e_final
assert freeze_cost["sigma", "CO"] > freeze_cost["sigma", "BH3"]
assert freeze_cost["pi", "BH3"] > freeze_cost["pi", "CO"]

# ---------- PBE: the midpoint is no longer exact ----------
_, _, _, ks, ks_start, ks_final = prepare("pbe,pbe")
ks_change = ks_final - ks_start
ks_orb = energy(ks, ks_final) - energy(ks, ks_start)
offset = np.sqrt(0.15)
f_path = {x: fock(ks, ks_start + x * ks_change)
          for x in (0.0, 0.5 - offset, 0.5, 0.5 + offset, 1.0)}
f_simpson = (f_path[0.0] + 4 * f_path[0.5] + f_path[1.0]) / 6
f_gauss = (5 * f_path[0.5 - offset] + 8 * f_path[0.5] + 5 * f_path[0.5 + offset]) / 18
err_mid = np.sum(ks_change * f_path[0.5]) - ks_orb
err_simpson = np.sum(ks_change * f_simpson) - ks_orb
err_gauss = np.sum(ks_change * f_gauss) - ks_orb
assert abs(err_gauss) < 1e-5
assert abs(err_simpson) < abs(err_mid)
ks_sigma = np.sum((sigma @ ks_change @ sigma) * f_gauss)
ks_pi = np.sum((pi @ ks_change @ pi) * f_gauss)
# the integration grid lacks the threefold axis, hence the looser tolerance
assert abs(ks_sigma + ks_pi - ks_orb) < 5e-5

# ---------- output ----------
print(f"B-C, C-O, B-H lengths: {r_BC:.2f}, {r_CO:.2f}, {r_BH:.2f} angstrom")
print(f"angle H-B-C: {angle_HBC:.1f} degree")
print(f"basis functions: {n_basis}, doubly occupied orbitals: {n_occ}")
print(f"1 hartree = {KCAL:.4f} kcal/mol")
print("Hartree-Fock/def2-SVP")
print(f"E(BH3) = {frags[0].e_tot:.6f} hartree")
print(f"E(CO) = {frags[1].e_tot:.6f} hartree")
print(f"E(start) = {e_start:.6f} hartree")
print(f"E(adduct) = {e_final:.6f} hartree")
print(f"frozen term = {e_frozen * KCAL:.2f} kcal/mol")
print(f"orbital term = {e_orb:.6f} hartree = {e_orb * KCAL:.2f} kcal/mol")
print(f"interaction energy = {(e_frozen + e_orb) * KCAL:.2f} kcal/mol")
print(f"trace with starting Fock matrix = {from_start_fock * KCAL:.2f} kcal/mol")
print(f"trace with final Fock matrix = {from_final_fock * KCAL:.2f} kcal/mol")
print(f"trace with midpoint Fock matrix = {np.sum(change * f_ts) * KCAL:.2f} kcal/mol")
print("channels: nu (e), C3 character, energy (kcal/mol),")
print("  CO weight of donor, CO weight of acceptor, charge gained by CO (e)")
for i, c in enumerate(channels[:5], 1):
    print(f"  {i}: {c[0]:.4f} {c[1]:+.3f} {c[2] * KCAL:8.2f}"
          f" {c[3]:.3f} {c[4]:.3f} {c[5]:+.4f}")
print(f"remaining channels together = {sum(c[2] for c in channels[5:]) * KCAL:.2f} kcal/mol")
print(f"sigma total = {e_sigma * KCAL:.2f} kcal/mol, share {100 * e_sigma / e_orb:.1f} %")
print(f"pi total = {e_pi * KCAL:.2f} kcal/mol, share {100 * e_pi / e_orb:.1f} %")
print(f"sigma change alone = {alone_sigma * KCAL:.2f} kcal/mol")
print(f"pi change alone = {alone_pi * KCAL:.2f} kcal/mol")
print(f"sigma-pi coupling W = {coupling * KCAL:.2f} kcal/mol")
print(f"charge gained by CO, sigma = {gain_sigma:+.4f} e")
print(f"charge gained by CO, pi = {gain_pi:+.4f} e")
for name in ("sigma", "pi"):
    for frag in ("BH3", "CO"):
        print(f"{name}, {frag}: freezing occupied costs"
              f" {freeze_cost[name, frag] * KCAL:.2f} kcal/mol,"
              f" deleting virtual costs {delete_cost[name, frag] * KCAL:.2f} kcal/mol")
print("PBE/def2-SVP")
print(f"orbital term = {ks_orb * KCAL:.2f} kcal/mol")
print(f"sigma total = {ks_sigma * KCAL:.2f} kcal/mol")
print(f"pi total = {ks_pi * KCAL:.2f} kcal/mol")
print(f"midpoint rule error = {err_mid * KCAL:.4f} kcal/mol")
print(f"Simpson rule error = {err_simpson * KCAL:.5f} kcal/mol")
print(f"three-point Gauss rule error = {err_gauss * KCAL:.6f} kcal/mol")
print("every check passed")
```

Printed output:

```
B-C, C-O, B-H lengths: 1.55, 1.13, 1.21 angstrom
angle H-B-C: 104.0 degree
basis functions: 57, doubly occupied orbitals: 11
1 hartree = 627.5095 kcal/mol
Hartree-Fock/def2-SVP
E(BH3) = -26.350250 hartree
E(CO) = -112.645712 hartree
E(start) = -138.881390 hartree
E(adduct) = -139.030110 hartree
frozen term = 71.90 kcal/mol
orbital term = -0.148720 hartree = -93.32 kcal/mol
interaction energy = -21.43 kcal/mol
trace with starting Fock matrix = -43.01 kcal/mol
trace with final Fock matrix = -143.64 kcal/mol
trace with midpoint Fock matrix = -93.32 kcal/mol
channels: nu (e), C3 character, energy (kcal/mol),
  CO weight of donor, CO weight of acceptor, charge gained by CO (e)
  1: 0.5317 +1.000   -68.06 0.872 0.162 -0.1003
  2: 0.2863 -0.500    -9.61 0.007 0.902 +0.0367
  3: 0.2863 -0.500    -9.61 0.007 0.902 +0.0367
  4: 0.1257 +1.000    -4.87 0.135 0.634 +0.0039
  5: 0.0396 -0.500    -0.36 0.993 0.177 -0.0006
remaining channels together = -0.82 kcal/mol
sigma total = -73.39 kcal/mol, share 78.6 %
pi total = -19.93 kcal/mol, share 21.4 %
sigma change alone = -67.66 kcal/mol
pi change alone = -14.20 kcal/mol
sigma-pi coupling W = -11.46 kcal/mol
charge gained by CO, sigma = -0.0964 e
charge gained by CO, pi = +0.0721 e
sigma, BH3: freezing occupied costs 15.03 kcal/mol, deleting virtual costs 69.21 kcal/mol
sigma, CO: freezing occupied costs 68.03 kcal/mol, deleting virtual costs 26.51 kcal/mol
pi, BH3: freezing occupied costs 22.14 kcal/mol, deleting virtual costs 6.75 kcal/mol
pi, CO: freezing occupied costs 1.28 kcal/mol, deleting virtual costs 21.41 kcal/mol
PBE/def2-SVP
orbital term = -116.20 kcal/mol
sigma total = -83.04 kcal/mol
pi total = -33.15 kcal/mol
midpoint rule error = -0.2860 kcal/mol
Simpson rule error = 0.00742 kcal/mol
three-point Gauss rule error = -0.000102 kcal/mol
every check passed
```
